# The Ziegler–Rauk–Baerends Sum Rule for Two Open-Shell Orbitals, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

**Theorem.** Let one electron occupy each of two orthonormal spatial orbitals \(a\) and \(b\), outside a closed-shell core. Let the Hamiltonian contain no spin operators, and let all states be built from the same spatial orbitals. Then the determinant with opposite spins in \(a\) and \(b\), called the mixed determinant, satisfies

\[
\langle \hat S^2\rangle_{\rm mixed}=1 ,
\]

and the energy of the open-shell singlet is

\[
E({\rm singlet})=2E({\rm mixed})-E({\rm triplet}),
\]

where \(E({\rm triplet})\) is the energy of the determinant with parallel spins in \(a\) and \(b\).

Each energy is an expectation value \(\langle\Psi|\hat H|\Psi\rangle\) in a normalized state. The theorem does not require any of these states to be an eigenstate of \(\hat H\).

The rule is useful because the open-shell singlet is not one determinant but a sum of two. A method that handles single determinants can still supply its energy, since both quantities on the right are single-determinant energies.

### Assumptions and conventions

Hartree atomic units are used, so \(\hbar=1\) and spin is a pure number. The operator \(c^\dagger_{p\sigma}\) creates an electron in spatial orbital \(p\) with spin \(\sigma=\uparrow,\downarrow\), and \(c_{p\sigma}\) removes it. The orbitals \(p\) form an orthonormal set that contains the core orbitals, \(a\) and \(b\). The operators obey

\[
c_{p\sigma}c^\dagger_{q\tau}+c^\dagger_{q\tau}c_{p\sigma}=\delta_{pq}\delta_{\sigma\tau},
\]

while two creation operators anticommute, and so do two annihilation operators. For the open orbitals, \(a^\dagger_\sigma\) and \(b^\dagger_\sigma\) are short for \(c^\dagger_{a\sigma}\) and \(c^\dagger_{b\sigma}\).

The core holds two electrons in each of its orbitals \(i\), with the same spatial orbital for both spins:

\[
|C\rangle=\prod_i c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|{\rm vac}\rangle .
\]

The three determinants needed are

\[
|D_1\rangle=a^\dagger_\uparrow b^\dagger_\downarrow|C\rangle,\qquad
|D_2\rangle=b^\dagger_\uparrow a^\dagger_\downarrow|C\rangle,\qquad
|T_1\rangle=a^\dagger_\uparrow b^\dagger_\uparrow|C\rangle .
\]

They are normalized. They are also mutually orthogonal, because they occupy different sets of spin orbitals. The order of the creation operators fixes the signs. In \(D_1\) and \(D_2\) the spin-up operator stands first. Reversing the order in \(D_2\) would change its sign and exchange the words "sum" and "difference" below, without changing any energy.

The mixed determinant is \(D_1\), so \(E({\rm mixed})=\langle D_1|\hat H|D_1\rangle\) and \(E({\rm triplet})=\langle T_1|\hat H|T_1\rangle\).

The spin operators are

\[
\hat S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow},\qquad
\hat S_-=\hat S_+^\dagger,\qquad
\hat S_z=\tfrac12\sum_p\left(c^\dagger_{p\uparrow}c_{p\uparrow}-c^\dagger_{p\downarrow}c_{p\downarrow}\right).
\]

With \(\hat S_\pm=\hat S_x\pm i\hat S_y\) and \([\hat S_x,\hat S_y]=i\hat S_z\),

\[
\hat S_-\hat S_+=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]=\hat S_x^2+\hat S_y^2-\hat S_z ,
\]

and therefore

\[
\hat S^2=\hat S_-\hat S_++\hat S_z^2+\hat S_z .
\]

In a state with equal numbers of up and down electrons, \(\hat S_z\) gives zero and \(\hat S^2\) acts as \(\hat S_-\hat S_+\). This applies to \(D_1\) and \(D_2\).

### Lemma 1: the core does not respond to spin operators

**Claim.** \(\hat S_+|C\rangle=\hat S_-|C\rangle=0\), and \(\hat S_\pm\) acts on the open shells as if the core were absent.

**Proof.** Take one term of \(\hat S_+\) and move it through a creation operator:

\[
c^\dagger_{p\uparrow}c_{p\downarrow}c^\dagger_{q\sigma}
=c^\dagger_{p\uparrow}\left(\delta_{pq}\delta_{\sigma\downarrow}-c^\dagger_{q\sigma}c_{p\downarrow}\right)
=\delta_{pq}\delta_{\sigma\downarrow}c^\dagger_{p\uparrow}+c^\dagger_{q\sigma}c^\dagger_{p\uparrow}c_{p\downarrow}.
\]

The last term has a plus sign because two creation operators were exchanged. Summing over \(p\) gives

\[
[\hat S_+,c^\dagger_{q\downarrow}]=c^\dagger_{q\uparrow},\qquad
[\hat S_+,c^\dagger_{q\uparrow}]=0 .
\]

The same calculation with the spins exchanged gives

\[
[\hat S_-,c^\dagger_{q\uparrow}]=c^\dagger_{q\downarrow},\qquad
[\hat S_-,c^\dagger_{q\downarrow}]=0 .
\]

For a core pair these relations yield

\[
[\hat S_+,c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}]=c^\dagger_{i\uparrow}c^\dagger_{i\uparrow}=0,\qquad
[\hat S_-,c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}]=c^\dagger_{i\downarrow}c^\dagger_{i\downarrow}=0,
\]

because no spin orbital can be filled twice. Thus \(\hat S_\pm\) passes through every core pair and reaches the vacuum, where it gives zero. \(\square\)

The proof uses the assumption that both electrons of a core pair share one spatial orbital. A rotation of the core orbitals of one spin among themselves changes \(|C\rangle\) by at most a phase and does no harm. If the up and down core orbitals span different spaces, however, \(\hat S_+|C\rangle\) no longer vanishes.

### Lemma 2: spin of the mixed determinant

**Claim.**

\[
\hat S^2|D_1\rangle=|D_1\rangle-|D_2\rangle,\qquad
\hat S^2|D_2\rangle=|D_2\rangle-|D_1\rangle,\qquad
\langle D_1|\hat S^2|D_1\rangle=1 .
\]

**Proof.** The raising operator turns a down spin into an up spin and leaves an up spin alone. By Lemma 1,

\[
\hat S_+|D_1\rangle=a^\dagger_\uparrow b^\dagger_\uparrow|C\rangle=|T_1\rangle,
\]

\[
\hat S_+|D_2\rangle=b^\dagger_\uparrow a^\dagger_\uparrow|C\rangle=-a^\dagger_\uparrow b^\dagger_\uparrow|C\rangle=-|T_1\rangle .
\]

The lowering operator acts on each of the two up spins of \(T_1\) in turn:

\[
\hat S_-|T_1\rangle=a^\dagger_\downarrow b^\dagger_\uparrow|C\rangle+a^\dagger_\uparrow b^\dagger_\downarrow|C\rangle
=-b^\dagger_\uparrow a^\dagger_\downarrow|C\rangle+a^\dagger_\uparrow b^\dagger_\downarrow|C\rangle
=|D_1\rangle-|D_2\rangle .
\]

Since \(\hat S^2=\hat S_-\hat S_+\) on \(D_1\) and \(D_2\), the first two claims follow. Projecting the first on \(\langle D_1|\) gives

\[
\langle D_1|\hat S^2|D_1\rangle=\langle D_1|D_1\rangle-\langle D_1|D_2\rangle=1-0=1 .\qquad\square
\]

**Remark.** A state of definite total spin \(S\) has \(\langle\hat S^2\rangle=S(S+1)\). For an even number of electrons \(S\) is an integer, and the possible values are \(0,2,6,\dots\). The value 1 is not among them, so the mixed determinant has no definite total spin, although it has the definite projection \(M=0\).

### Lemma 3: the two spin states with \(M=0\)

**Claim.** The normalized combinations

\[
|\Psi_S\rangle=\frac{|D_1\rangle+|D_2\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|D_1\rangle-|D_2\rangle}{\sqrt2}
\]

are a singlet and a triplet state, and \(|D_1\rangle=(|\Psi_S\rangle+|T_0\rangle)/\sqrt2\).

**Proof.** Adding the two results of Lemma 2 gives

\[
\hat S^2|\Psi_S\rangle=\frac{(|D_1\rangle-|D_2\rangle)+(|D_2\rangle-|D_1\rangle)}{\sqrt2}=0 .
\]

Subtracting them gives

\[
\hat S^2|T_0\rangle=\frac{(|D_1\rangle-|D_2\rangle)-(|D_2\rangle-|D_1\rangle)}{\sqrt2}
=\frac{2(|D_1\rangle-|D_2\rangle)}{\sqrt2}=2|T_0\rangle .
\]

The eigenvalues \(0\) and \(2\) correspond to \(S=0\) and \(S=1\). Adding the definitions of \(\Psi_S\) and \(T_0\) gives \(|\Psi_S\rangle+|T_0\rangle=2|D_1\rangle/\sqrt2=\sqrt2\,|D_1\rangle\), which is the last claim. \(\square\)

A measurement of the total spin in the state \(D_1\) would thus find a singlet or a triplet with probability one half each. The mean value \(\tfrac12\cdot0+\tfrac12\cdot2=1\) agrees with Lemma 2.

### Lemma 4: a spin-free Hamiltonian conserves spin

The Hamiltonian is

\[
\hat H=E_{\rm nuc}+\sum_{pq}h_{pq}\hat E_{pq}
+\frac12\sum_{pqrs}(pq|rs)\left(\hat E_{pq}\hat E_{rs}-\delta_{qr}\hat E_{ps}\right),
\]

with \(\hat E_{pq}=c^\dagger_{p\uparrow}c_{q\uparrow}+c^\dagger_{p\downarrow}c_{q\downarrow}\). Here \(E_{\rm nuc}\) is the nuclear repulsion, \(h_{pq}\) is a matrix element of the kinetic energy plus the nuclear attraction, and

\[
(pq|rs)=\iint \frac{p^*(\mathbf r_1)q(\mathbf r_1)\,r^*(\mathbf r_2)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\]

**Claim.** \(\hat H\) commutes with \(\hat S_+\), \(\hat S_-\) and \(\hat S^2\).

**Proof.** It is enough to consider \(\hat E_{pq}\), from which \(\hat H\) is built. The commutator of \(\hat S_+\) with an annihilation operator is needed first:

\[
c^\dagger_{r\uparrow}c_{r\downarrow}c_{q\uparrow}-c_{q\uparrow}c^\dagger_{r\uparrow}c_{r\downarrow}
=-c^\dagger_{r\uparrow}c_{q\uparrow}c_{r\downarrow}-\left(\delta_{qr}-c^\dagger_{r\uparrow}c_{q\uparrow}\right)c_{r\downarrow}
=-\delta_{qr}c_{r\downarrow}.
\]

Summing over \(r\) gives \([\hat S_+,c_{q\uparrow}]=-c_{q\downarrow}\). For \(c_{q\downarrow}\) no \(\delta\) term arises, and \([\hat S_+,c_{q\downarrow}]=0\). Combined with the commutators in Lemma 1,

\[
[\hat S_+,\hat E_{pq}]=c^\dagger_{p\uparrow}(-c_{q\downarrow})+c^\dagger_{p\uparrow}c_{q\downarrow}=0 .
\]

The first term comes from the up part of \(\hat E_{pq}\) and the second from its down part. Taking the adjoint, with \(\hat E_{pq}^\dagger=\hat E_{qp}\), shows that \(\hat S_-\) commutes as well. Finally, \(\hat E_{pq}\) does not change the number of electrons of either spin, so it commutes with \(\hat S_z\). Hence \(\hat H\) commutes with every part of \(\hat S^2\). \(\square\)

### Proof of the sum rule

*The cross term vanishes.* Use \(\hat S^2|T_0\rangle=2|T_0\rangle\), then the commutation of \(\hat H\) with \(\hat S^2\), then \(\hat S^2|\Psi_S\rangle=0\) together with the Hermiticity of \(\hat S^2\):

\[
2\langle\Psi_S|\hat H|T_0\rangle=\langle\Psi_S|\hat H\hat S^2|T_0\rangle
=\langle\Psi_S|\hat S^2\hat H|T_0\rangle=0 .
\]

*The mixed energy is an average.* Insert \(|D_1\rangle=(|\Psi_S\rangle+|T_0\rangle)/\sqrt2\):

\[
E({\rm mixed})=\tfrac12\left[\langle\Psi_S|\hat H|\Psi_S\rangle+\langle T_0|\hat H|T_0\rangle
+2\,{\rm Re}\,\langle\Psi_S|\hat H|T_0\rangle\right].
\]

The last term is zero. With \(E({\rm singlet})=\langle\Psi_S|\hat H|\Psi_S\rangle\) and \(E(T_0)=\langle T_0|\hat H|T_0\rangle\),

\[
E({\rm mixed})=\tfrac12\left[E({\rm singlet})+E(T_0)\right].
\]

*The triplet energy comes from one determinant.* The state \(T_0\) is itself a sum of two determinants, so its energy must be traded for that of \(T_1\). From Lemma 2,

\[
\hat S_+|T_0\rangle=\frac{|T_1\rangle-(-|T_1\rangle)}{\sqrt2}=\sqrt2\,|T_1\rangle .
\]

Hence \(|T_1\rangle=\hat S_+|T_0\rangle/\sqrt2\), and

\[
E({\rm triplet})=\tfrac12\langle T_0|\hat S_-\hat H\hat S_+|T_0\rangle
=\tfrac12\langle T_0|\hat H\hat S_-\hat S_+|T_0\rangle
=\tfrac12\langle T_0|\hat H\,2|T_0\rangle=E(T_0).
\]

The second equality uses \([\hat H,\hat S_-]=0\), and the third uses \(\hat S_-\hat S_+=\hat S^2\) for \(M=0\). Therefore

\[
E({\rm mixed})=\tfrac12\left[E({\rm singlet})+E({\rm triplet})\right],
\]

and solving for \(E({\rm singlet})\) gives the theorem. \(\square\)

### Remarks on the assumptions

**A magnetic field breaks the rule.** Add a uniform field term \(\beta\hat S_z\) to \(\hat H\). The states with \(M=0\) do not shift, but \(T_1\), with \(M=1\), shifts by \(\beta\). The right-hand side of the sum rule then equals \(E({\rm singlet})-\beta\). The degeneracy of \(T_0\) and \(T_1\) has been lost.

A field that differs between the two orbitals breaks a second step of the proof. Let it shift an electron in \(a\) by \(\pm\beta_a/2\) and one in \(b\) by \(\pm\beta_b/2\), with the sign of the spin. Then \(D_1\) shifts by \((\beta_a-\beta_b)/2\) and \(D_2\) by the opposite amount. Acting on \(T_0\), the field therefore produces \(\tfrac12(\beta_a-\beta_b)|\Psi_S\rangle\). Singlet and triplet are now coupled, and the cross term no longer vanishes. Since \(T_1\) shifts by \((\beta_a+\beta_b)/2\) and the expectation value in \(\Psi_S\) does not shift, the right-hand side of the rule equals \(E({\rm singlet})+(\beta_a-\beta_b)-\tfrac12(\beta_a+\beta_b)=E({\rm singlet})+\tfrac12(\beta_a-3\beta_b)\). This returns the shift \(-\beta\) for a uniform field and vanishes only in the accidental case \(\beta_a=3\beta_b\).

**More open shells need more equations.** Three electrons in three different orbitals have three determinants with \(M=\tfrac12\), since the down spin can sit in any of the three orbitals. They have one determinant with \(M=\tfrac32\). The space with \(M=\tfrac12\) thus holds one quartet state and two doublet states. One mixed energy and one quartet energy cannot fix two doublet energies and their coupling. The two-orbital case closes because its \(M=0\) open-shell space holds one singlet and one triplet.

**Common orbitals matter.** The proof compares states made from one orbital set. If the mixed and parallel-spin determinants are optimized separately, \(T_1\) need not be the partner of the triplet contained in \(D_1\), and the equality is not guaranteed.

## II. Exchange, limits of validity and density functionals

The symbols carried over are these. Orbitals \(a\) and \(b\) are orthonormal and singly occupied above a closed core \(|C\rangle\). The determinants are \(D_1=a_\uparrow b_\downarrow\) (mixed), \(D_2=b_\uparrow a_\downarrow\) and \(T_1=a_\uparrow b_\uparrow\) (triplet), each with the core. The combinations \(\Psi_S=(D_1+D_2)/\sqrt2\) and \(T_0=(D_1-D_2)/\sqrt2\) are the singlet and the \(M=0\) triplet. Part I showed that \(\hat S^2D_1=D_1-D_2\), that \(\hat H\) does not couple singlets to triplets, that \(T_0\) and \(T_1\) have equal energies, and that \(E({\rm singlet})=2E({\rm mixed})-E({\rm triplet})\).

### Proposition 1: the splitting is twice an exchange integral

**Claim.** With \(J_{ab}=(aa|bb)\) and \(K_{ab}=(ab|ba)\),

\[
E({\rm mixed})-E({\rm triplet})=K_{ab},\qquad
E({\rm singlet})-E({\rm triplet})=2K_{ab},\qquad K_{ab}\ge0 .
\]

This part has proved the sum rule \(E({\rm singlet})=2E({\rm mixed})-E({\rm triplet})\) for a spin-free Hamiltonian and common orbitals, and has stated Proposition 1 without yet proving it. What remains is that proof, the methylene example, the cases of rotated and overlapping orbitals, and the use of the rule with approximate density functionals.
